**One electron on M distant lobes: Hartree energy against semilocal exchange**

For one electron shared equally by $M$ distant identical lobes, the Hartree energy is $U_0/M$ and the LSDA exchange energy is $-X_0M^{-1/3}$, where $U_0$ and $-X_0$ are the values for one lobe holding the whole electron. The program builds complete three-dimensional densities of 1, 2, 4 and 8 Gaussian lobes and asserts that two-electron integrals and libxc exchange energies agree with the single-lobe formulas. It also asserts the sign change and minimum of the LSDA net error, the PBE limit of $1+\kappa=1.804$ times LSDA exchange, and the $1/\ln M$ decay of B88 exchange. For an exponential model lobe of decay length 100 pm, the LSDA net error falls from 0.640 eV at $M=1$ to −1.375 eV at $M=7$, then returns towards zero from below. PBE and B88 have smaller errors for one lobe but more negative errors for the divided densities in the printed table. A minimization over the lobe size in model wells confirms that, for LSDA, the energies for 1, 2 and 8 lobes keep their order. Correlation is left out.

## Check in Python

```python
"""One electron shared equally by M distant identical lobes.

Result under test: the Hartree energy is U0/M, while LSDA exchange is
-X0*M**(-1/3).  Their sum, the net self-interaction error, becomes negative,
has a minimum at M = (3*U0/X0)**1.5 and stays below its one-lobe value.
PBE exchange approaches (1+kappa) times LSDA; B88 decays only as 1/ln(M).

Symbols: U0, X0 = Hartree energy and minus the LSDA exchange energy of one
lobe holding the whole electron; a = decay length of the model orbital
exp(-r/a); kappa = PBE parameter.  Radii are in units of a and energies in
units of e^2/(4 pi eps0 a) until they are converted to eV.
Correlation is left out.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, dft

KAPPA, MU, BETA = 0.804, 0.2195149727645171, 0.0042
LSDA_FACTOR = 0.75 * (6 / np.pi) ** (1 / 3)
FUNCTIONALS = ("LSDA", "PBE", "B88")
nodes, node_weights = np.polynomial.legendre.leggauss(600)


def radial_grid(r_max):
    r = 0.5 * r_max * (nodes + 1)
    return r, 0.5 * r_max * node_weights * 4 * np.pi * r**2


def exchange(name, M, density, slope, volume):
    """Exchange energy of M separate lobes, each with density/M."""
    n, g = density / M, slope / M
    local = LSDA_FACTOR * n ** (4 / 3)
    x = g / n ** (4 / 3)
    if name == "LSDA":
        integrand = local
    elif name == "PBE":
        s = x / (2 * (6 * np.pi**2) ** (1 / 3))
        integrand = local * (1 + KAPPA - KAPPA / (1 + MU * s**2 / KAPPA))
    else:
        gradient_part = BETA * x**2 / (1 + 6 * BETA * x * np.arcsinh(x))
        integrand = local + n ** (4 / 3) * gradient_part
    return -M * np.sum(volume * integrand)


# Full three-dimensional densities of 1, 2, 4 and 8 Gaussian lobes.
r_g, vol_g = radial_grid(12.0)
gauss = np.exp(-r_g**2) / np.pi**1.5
gauss_slope = 2 * r_g * gauss
edge = 200.0
corners = list(itertools.product([0.0, edge], repeat=3))
single_hartree = None
worst_exchange = 0.0
worst_hartree = 0.0
for M in (1, 2, 4, 8):
    sites = np.array(corners[:M])
    mol = gto.M(atom=[["H", tuple(p)] for p in sites], unit="Bohr",
                basis={"H": [[0, [0.5, 1.0]]]}, spin=M % 2, verbose=0)
    c = np.full(M, M**-0.5)
    dm = np.outer(c, c)
    eri = mol.intor("int2e", aosym="s1")
    hartree = 0.5 * np.einsum("ij,kl,ijkl", dm, dm, eri)
    exact_exchange = -0.5 * np.einsum("il,kj,ijkl", dm, dm, eri)
    assert abs(hartree + exact_exchange) < 1e-10
    if M == 1:
        single_hartree = hartree
        assert abs(hartree - 1 / np.sqrt(2 * np.pi)) < 1e-8
    repulsion = sum(1 / np.linalg.norm(p - q)
                    for p, q in itertools.combinations(sites, 2)) / M**2
    error = abs(hartree - single_hartree / M - repulsion)
    worst_hartree = max(worst_hartree, error)
    assert error < 1e-8
    # A shared and a localized electron have the same one-body energy.
    one_body = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    assert abs(c @ one_body @ c - one_body[0, 0]) < 1e-8
    grid = dft.gen_grid.Grids(mol)
    grid.level = 4
    grid.build()
    ao = dft.numint.eval_ao(mol, grid.coords, deriv=1)
    psi = np.array([component @ c for component in ao])
    rho = np.vstack([psi[0] ** 2, 2 * psi[0] * psi[1:]])
    assert abs(np.sum(grid.weights * rho[0]) - 1) < 1e-4
    for name, code in zip(FUNCTIONALS, ("LDA,", "PBE,", "B88,")):
        up = rho[0] if name == "LSDA" else rho
        per_electron = dft.libxc.eval_xc(
            code, (up, np.zeros_like(up)), spin=1, deriv=1)[0]
        full = np.sum(grid.weights * rho[0] * per_electron)
        lobes = exchange(name, M, gauss, gauss_slope, vol_g)
        worst_exchange = max(worst_exchange, abs(full / lobes - 1))
        assert abs(full / lobes - 1) < 1e-4  # molecular grid accuracy
        if name == "LSDA":
            one = exchange(name, 1, gauss, gauss_slope, vol_g)
            assert abs(full / (one * M ** (-1 / 3)) - 1) < 1e-4

# Exponential model lobe, with energies converted to eV.
a = 100e-12
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0)
unit = coulomb / a / const.e
r, vol = radial_grid(60.0)
lobe = np.exp(-2 * r) / np.pi
lobe_slope = 2 * lobe


def shell(q):
    return 4 * q**2 * np.exp(-2 * q)


U0_numeric = dblquad(lambda inner, outer: shell(inner) * shell(outer) / outer,
                     0, 30, 0, lambda outer: outer)[0]
assert abs(U0_numeric - 5 / 16) < 1e-7
U0 = unit * U0_numeric
X0 = unit * 81 / 256 * (6 / np.pi**2) ** (1 / 3)


def ex(name, M):
    return unit * exchange(name, M, lobe, lobe_slope, vol)


def net(name, M):
    return U0 / M + ex(name, M)


for M in (1, 3, 10, 1000):
    assert abs(ex("LSDA", M) / (-X0 * M ** (-1 / 3)) - 1) < 1e-9

# Sign change and minimum, located numerically and by formula.
M_zero = (U0 / X0) ** 1.5
M_min = (3 * U0 / X0) ** 1.5
depth = -2 / 3 * X0 * M_min ** (-1 / 3)
assert abs(brentq(lambda M: net("LSDA", M), 1, 5) - M_zero) < 1e-6
found = minimize_scalar(lambda M: net("LSDA", M), bounds=(1, 50),
                        method="bounded", options={"xatol": 1e-7})
assert abs(found.x - M_min) < 1e-3 and abs(found.fun - depth) < 1e-8

# Spreading lowers the energy for every functional tested.
many = list(range(2, 61)) + [10.0**k for k in range(2, 10)]
best = {}
for name in FUNCTIONALS:
    assert -ex(name, 1) < U0
    assert all(net(name, M) < min(0, net(name, 1)) for M in many)
    assert all(-ex(name, M) >= -ex(name, 1) * M ** (-1 / 3) * (1 - 1e-10)
               for M in many)
    best[name] = min(range(1, 61), key=lambda M: net(name, M))

# Large-M behaviour of the gradient functionals.
ratio_limit = ex("PBE", 1e9) / ex("LSDA", 1e9)
assert abs(ratio_limit - (1 + KAPPA)) < 1e-4
assert all(1 <= ex("PBE", M) / ex("LSDA", M) < 1 + KAPPA for M in many)
gradient_integral = np.sum(vol * lobe_slope)
M_a, M_b = 1e24, 1e30
log_slope = (unit / -ex("B88", M_b) - unit / -ex("B88", M_a)) / np.log(M_b / M_a)
assert abs(log_slope * gradient_integral / 2 - 1) < 5e-3

# Relaxation of the lobe size in wells -hbar^2/(m a r).
K = const.hbar**2 / (2 * const.m_e * a**2) / const.e


def total_energy(zeta, M):
    n = zeta**3 * np.exp(-2 * zeta * r) / np.pi
    y = zeta * r
    enclosed = 1 - np.exp(-2 * y) * (1 + 2 * y + 2 * y**2)
    orbital_slope = -zeta * np.sqrt(n)
    kinetic = K * np.sum(vol * orbital_slope**2)
    well = -2 * K * np.sum(vol * n / r)
    hartree = unit * np.sum(vol * n * enclosed / r) / M
    return kinetic + well + hartree + unit * exchange(
        "LSDA", M, n, 2 * zeta * n, vol)


relaxed = {}
for M in (1, 2, 8):
    fit = minimize_scalar(lambda z: total_energy(z, M), bounds=(0.3, 2),
                          method="bounded", options={"xatol": 1e-8})
    delta = net("LSDA", M)
    assert abs(fit.fun + K * (1 - delta / (2 * K)) ** 2) < 1e-6
    assert abs(fit.x - (1 - delta / (2 * K))) < 1e-4
    relaxed[M] = (fit.x, fit.fun)
assert relaxed[8][1] < relaxed[2][1] < relaxed[1][1]

cube_edge = 100e-9
cube = np.array(list(itertools.product([0.0, cube_edge], repeat=3)))
residual = coulomb / const.e / 64 * sum(
    1 / np.linalg.norm(p - q) for p, q in itertools.combinations(cube, 2))
bound = coulomb / const.e * 7 / (16 * cube_edge)
assert 0 < residual < bound

print(f"decay length a = {a * 1e12:.1f} pm")
print(f"e^2/(4 pi eps0 a) = {unit:.4f} eV")
print(f"one-lobe Hartree U0 = {U0:.4f} eV = {U0 * const.e:.4e} J")
print(f"one-lobe LSDA X0 = {X0:.4f} eV = {X0 * const.e:.4e} J")
print(f"U0/X0 = {U0 / X0:.4f} (no unit)")
table = (1, 2, 4, 6, 7, 8, 64, 1000)
print("Hartree and exchange energies in eV")
print("    M   Hartree     LSDA      PBE      B88")
for M in table:
    print(f"{M:5d} {U0 / M:9.4f}" + "".join(f"{ex(f, M):9.4f}" for f in FUNCTIONALS))
print("Net self-interaction error in eV")
print("    M     LSDA      PBE      B88")
for M in table:
    print(f"{M:5d}" + "".join(f"{net(f, M):9.4f}" for f in FUNCTIONALS))
print(f"LSDA sign change at M = {M_zero:.4f} (no unit)")
print(f"LSDA minimum at continuous M = {M_min:.4f} (no unit)")
print(f"LSDA depth at continuous minimum = {depth:.4f} eV")
for name in FUNCTIONALS:
    print(f"{name} best integer M up to 60 = {best[name]}")
for M in (1, 8, 1000):
    print(f"PBE/LSDA exchange ratio, M={M}: {ex('PBE', M) / ex('LSDA', M):.4f}")
print(f"PBE/LSDA exchange ratio, M=1e9: {ratio_limit:.4f}")
print(f"B88 log-law slope / predicted = {log_slope * gradient_integral / 2:.4f}")
print(f"K = hbar^2/(2 m a^2) = {K:.4f} eV")
for M, (zeta, energy) in relaxed.items():
    print(f"relaxed LSDA M={M}: zeta={zeta:.4f}, E={energy:.4f} eV")
print(f"cube edge = {cube_edge * 1e9:.1f} nm, M = {len(cube)}")
print(f"inter-lobe Hartree energy = {residual:.5f} eV")
print(f"its upper bound = {bound:.5f} eV")
print(f"3D check, largest Hartree error = {worst_hartree:.1e} hartree")
print(f"3D check, largest relative exchange error = {worst_exchange:.1e}")
print("tests ok")
```

Printed output:

```
decay length a = 100.0 pm
e^2/(4 pi eps0 a) = 14.3996 eV
one-lobe Hartree U0 = 4.4999 eV = 7.2096e-19 J
one-lobe LSDA X0 = 3.8596 eV = 6.1838e-19 J
U0/X0 = 1.1659 (no unit)
Hartree and exchange energies in eV
    M   Hartree     LSDA      PBE      B88
    1    4.4999  -3.8596  -4.4054  -4.4604
    2    2.2499  -3.0634  -3.6574  -3.7270
    4    1.1250  -2.4314  -3.0587  -3.1525
    6    0.7500  -2.1240  -2.7616  -2.8754
    7    0.6428  -2.0177  -2.6572  -2.7798
    8    0.5625  -1.9298  -2.5701  -2.7008
   64    0.0703  -0.9649  -1.5113  -1.8260
 1000    0.0045  -0.3860  -0.6747  -1.2395
Net self-interaction error in eV
    M     LSDA      PBE      B88
    1   0.6402   0.0945   0.0395
    2  -0.8135  -1.4075  -1.4770
    4  -1.3065  -1.9337  -2.0276
    6  -1.3741  -2.0116  -2.1254
    7  -1.3748  -2.0143  -2.1369
    8  -1.3673  -2.0076  -2.1384
   64  -0.8946  -1.4410  -1.7557
 1000  -0.3815  -0.6702  -1.2350
LSDA sign change at M = 1.2589 (no unit)
LSDA minimum at continuous M = 6.5413 (no unit)
LSDA depth at continuous minimum = -1.3758 eV
LSDA best integer M up to 60 = 7
PBE best integer M up to 60 = 7
B88 best integer M up to 60 = 8
PBE/LSDA exchange ratio, M=1: 1.1414
PBE/LSDA exchange ratio, M=8: 1.3318
PBE/LSDA exchange ratio, M=1000: 1.7482
PBE/LSDA exchange ratio, M=1e9: 1.8040
B88 log-law slope / predicted = 1.0006
K = hbar^2/(2 m a^2) = 3.8100 eV
relaxed LSDA M=1: zeta=0.9160, E=-3.1966 eV
relaxed LSDA M=2: zeta=1.1068, E=-4.6669 eV
relaxed LSDA M=8: zeta=1.1794, E=-5.3000 eV
cube edge = 100.0 nm, M = 8
inter-lobe Hartree energy = 0.00513 eV
its upper bound = 0.00630 eV
3D check, largest Hartree error = 8.4e-17 hartree
3D check, largest relative exchange error = 3.6e-12
tests ok
```
